# Lower bound on the kinetic energy density from density gradient and current

In the absence of a magnetic field, an electron in an orbital with definite, nonzero angular momentum about an axis circulates around that axis. Its density may look like that of an electron at rest, yet part of its kinetic energy belongs to the circulation. This matters in density functional theory, where the local kinetic energy density is compared with a quantity built from the density gradient in order to recognize regions described by a single orbital. For a circulating electron the two quantities differ, even in a region described by a single orbital, unless the current is included. The question is how much of the kinetic energy density is fixed by the density, its gradient and the current together, and what the remainder measures.

Hartree atomic units are used throughout. Let $\phi_i(\mathbf r)$ be the occupied orbitals, with the square root of each non-negative occupation number absorbed into the orbital. Define the density, the kinetic energy density and the paramagnetic current density by
$$
n=\sum_i|\phi_i|^2,\qquad
\tau=\frac12\sum_i|\nabla\phi_i|^2,\qquad
\mathbf j_p=\mathrm{Im}\sum_i\phi_i^*\nabla\phi_i .
$$
The orbitals are taken to be twice continuously differentiable near the point considered. This excludes the position of a point nucleus, where an orbital can have a cusp. The claim is that wherever $n>0$,
$$
\tau\ \ge\ \frac{|\nabla n|^2}{8n}+\frac{|\mathbf j_p|^2}{2n},
\tag{1}
$$
with equality for one orbital.

Both terms on the right come from one complex vector. With $\partial_a$ the derivative along Cartesian direction $a$, let
$$
c_a=\sum_i\phi_i^*\partial_a\phi_i .
$$
The product rule gives $\partial_a n=\sum_i(\phi_i^*\partial_a\phi_i+\phi_i\partial_a\phi_i^*)=2\,\mathrm{Re}\,c_a$, while the imaginary part of $c_a$ is the current by definition. Therefore
$$
c_a=\tfrac12\partial_a n+i\,j_{p,a},\qquad
\sum_a|c_a|^2=\tfrac14|\nabla n|^2+|\mathbf j_p|^2 .
\tag{2}
$$

The Cauchy–Schwarz inequality, applied to the lists $\phi_i$ and $\partial_a\phi_i$, states that $|c_a|^2\le n\sum_i|\partial_a\phi_i|^2$. Summing over $a$ gives
$$
\tfrac14|\nabla n|^2+|\mathbf j_p|^2\le 2n\tau ,
$$
and division by $2n$ gives (1). The undivided form also holds at a point where $n=0$: all orbitals vanish there, so both sides are zero.

For one orbital the inequality is an equality at once, because $|\phi^*\partial_a\phi|^2=|\phi|^2|\partial_a\phi|^2$. The physical content is visible if, away from a node, one writes $\phi=\sqrt n\,e^{iS}$ with a real local phase $S$. Then
$$
\nabla\phi=\left(\frac{\nabla n}{2\sqrt n}+i\sqrt n\,\nabla S\right)e^{iS},
\qquad
\tau=\frac{|\nabla n|^2}{8n}+\frac n2|\nabla S|^2 .
$$
Since $\mathbf j_p=n\nabla S$, the last term is $|\mathbf j_p|^2/(2n)$. It has the form of the kinetic energy density of a fluid of unit particle mass moving with velocity $\mathbf j_p/n$. This is the physical velocity only when there is no vector potential; with kinetic momentum $-i\nabla+\mathbf A$ the physical velocity is $\mathbf j_p/n+\mathbf A$, and its curl contains the magnetic field in addition. The first term is the cost of changing the amplitude.

With several orbitals, define the excess
$$
D=\tau-\frac{|\nabla n|^2}{8n}-\frac{|\mathbf j_p|^2}{2n}.
$$
It can be computed, not merely bounded. For each pair of orbitals introduce
$$
\mathbf W_{ik}=\phi_i\nabla\phi_k-\phi_k\nabla\phi_i ,
$$
and write $W_a$ for its component along $a$. The product of two components is
$$
\begin{aligned}
W_a^*W_b={}&|\phi_i|^2\,\partial_a\phi_k^*\partial_b\phi_k
+|\phi_k|^2\,\partial_a\phi_i^*\partial_b\phi_i\\
&-(\phi_i^*\partial_b\phi_i)(\phi_k\partial_a\phi_k^*)
-(\phi_k^*\partial_b\phi_k)(\phi_i\partial_a\phi_i^*) .
\end{aligned}
$$
Sum this over all $i$ and $k$. The first two terms give $2nG_{ab}$, where $G_{ab}=\sum_i\partial_a\phi_i^*\partial_b\phi_i$, and the last two give $-2c_a^*c_b$. The unrestricted sum counts every pair twice, and the terms with $i=k$ vanish. Hence
$$
\sum_{i<k}W_a^*W_b=nG_{ab}-c_a^*c_b .
\tag{3}
$$
Set $b=a$ and sum over $a$. Since $\sum_aG_{aa}=2\tau$, equation (2) turns the right side into $2n\tau-|\nabla n|^2/4-|\mathbf j_p|^2=2nD$, so
$$
D=\frac1{2n}\sum_{i<k}|\mathbf W_{ik}|^2\ \ge 0 .
\tag{4}
$$
This proves (1) again and identifies what the inequality discards. One orbital has no pairs and therefore no excess.

A second form of the excess shows its meaning. Let $\boldsymbol\kappa=\mathbf c/n$, which is the density-weighted mean of the logarithmic gradients $\nabla\phi_i/\phi_i$ where these exist. Expanding a square gives
$$
\frac12\sum_i|\nabla\phi_i-\boldsymbol\kappa\phi_i|^2
=\tau-\mathrm{Re}(\boldsymbol\kappa^*\!\cdot\mathbf c)+\frac n2|\boldsymbol\kappa|^2
=\tau-\frac{|\mathbf c|^2}{2n}=D .
$$
Where no orbital vanishes, the excess is thus half the density times the density-weighted variance of the logarithmic gradients, and it vanishes when all orbitals change in the same relative way at the point. An orbital that vanishes at the point has no logarithmic gradient there and contributes $\frac12|\nabla\phi_i|^2$ to the excess directly.

This also settles the converse. Equality does not require that only one orbital be occupied. Suppose $D=0$ throughout a connected region where $n>0$. Then $\partial_a\phi_i=\kappa_a\phi_i$ for every $i$, with the same $\kappa_a$. It follows that
$$
\partial_a(\phi_i\phi_k^*)=(\kappa_a+\kappa_a^*)\phi_i\phi_k^*,\qquad
\partial_a n=(\kappa_a+\kappa_a^*)\,n ,
$$
so the ratio $P_{ik}=\phi_i\phi_k^*/n$ has zero gradient and is constant in the region. Its diagonal elements add to one, so some $P_{mm}$ is positive, and $\phi_m$ has no zero in the region. Then $\phi_i/\phi_m=P_{im}/P_{mm}$ is constant: all the orbitals are multiples of one function there. Conversely, if $\phi_i=\alpha_if$ with constant $\alpha_i$, every $\mathbf W_{ik}$ vanishes. Two electrons of opposite spin in one spatial orbital are an example.

The vorticity is the curl of the velocity field,
$$
\boldsymbol\nu=\nabla\times\frac{\mathbf j_p}{n}.
$$
For one orbital and $\phi\ne0$, the velocity is $\mathrm{Im}(\phi^*\nabla\phi)/|\phi|^2=\mathrm{Im}(\nabla\phi/\phi)$. Differentiation gives
$$
\partial_a\!\left(\frac{\partial_b\phi}{\phi}\right)
=\frac{\partial_a\partial_b\phi}{\phi}
-\frac{\partial_a\phi\,\partial_b\phi}{\phi^2}.
$$
Both terms are symmetric under exchange of $a$ and $b$, whereas a component of the curl is the difference of two such expressions with $a$ and $b$ exchanged. Therefore $\boldsymbol\nu=0$ wherever the orbital is nonzero. The argument needs no phase defined over the whole region.

The restriction to points away from nodes is essential. Along a closed loop that avoids the nodes, the integral of $\nabla\phi/\phi$ is the total change of $\ln\phi$. The modulus returns to its initial value, and the phase can change only by a multiple of $2\pi$ because $\phi$ is single-valued. Hence
$$
\oint\frac{\mathbf j_p}{n}\cdot d\mathbf l=2\pi m,\qquad m\ \text{an integer}.
$$
If the loop bounds a surface free of nodes, Stokes' theorem and $\boldsymbol\nu=0$ give $m=0$. A nonzero value requires a node on every surface spanning the loop.

For several orbitals the vorticity follows from the same identity (3). In $\partial_aj_{p,b}-\partial_bj_{p,a}$ the second derivatives of the orbitals cancel, leaving $\mathrm{Im}(G_{ab}-G_{ba})=2\,\mathrm{Im}\,G_{ab}$, because $G_{ba}=G_{ab}^*$. The quotient rule then gives
$$
\partial_a\frac{j_{p,b}}n-\partial_b\frac{j_{p,a}}n
=\frac{2\,\mathrm{Im}\,G_{ab}}n
-\frac{(\partial_an)j_{p,b}-(\partial_bn)j_{p,a}}{n^2}.
$$
From (2), $\mathrm{Im}(c_a^*c_b)=\frac12[(\partial_an)j_{p,b}-(\partial_bn)j_{p,a}]$. The right side is therefore $(2/n^2)\,\mathrm{Im}(nG_{ab}-c_a^*c_b)$, and (3) yields
$$
\boldsymbol\nu=\frac1{n^2}\,\mathrm{Im}\sum_{i<k}\mathbf W_{ik}^*\times\mathbf W_{ik}.
\tag{5}
$$
The factor 2 has been absorbed by the cross product, whose $z$ component, for instance, is $W_x^*W_y-W_y^*W_x=2i\,\mathrm{Im}(W_x^*W_y)$.

Excess energy and vorticity thus have the same source. Write one pair vector as $\mathbf W=\mathbf p+i\mathbf q$ with real $\mathbf p$ and $\mathbf q$. Then $\mathbf W^*\times\mathbf W=2i\,\mathbf p\times\mathbf q$, and
$$
2|\mathbf p\times\mathbf q|\le2|\mathbf p||\mathbf q|\le|\mathbf p|^2+|\mathbf q|^2=|\mathbf W|^2 .
$$
Combining this with (4) and (5) gives $|\boldsymbol\nu|\le2D/n$, or
$$
\tau\ge\frac{|\nabla n|^2}{8n}+\frac{|\mathbf j_p|^2}{2n}+\frac n2|\boldsymbol\nu| .
\tag{6}
$$
Vorticity at a point with $n>0$ therefore demands kinetic energy beyond the one-orbital value. The reverse is not true. Real orbitals carry no current and have $\boldsymbol\nu=0$, but if two of them are not proportional in a connected region where $n>0$, the excess is positive somewhere in that region. Zero vorticity alone does not identify a one-orbital region.

The kinetic energy density and the current term depend on the gauge, but the excess does not. Under $\phi_i\to e^{i\chi}\phi_i$ with real $\chi(\mathbf r)$, each gradient becomes $e^{i\chi}(\nabla\phi_i+i\phi_i\nabla\chi)$, so
$$
\mathbf j_p\to\mathbf j_p+n\nabla\chi,\qquad
\tau\to\tau+\mathbf j_p\cdot\nabla\chi+\frac n2|\nabla\chi|^2 .
$$
The change of $|\mathbf j_p|^2/(2n)$ equals the change of $\tau$, and $\nabla n$ is unaffected, so $D$ is invariant. The velocity gains $\nabla\chi$, whose curl is zero, so $\boldsymbol\nu$ is invariant too. A bound without the current term would compare a gauge-dependent $\tau$ with a gauge-independent quantity.

Two further conditions deserve attention. First, $\tau$ must be the positive form defined above. Since $\nabla^2n=2\,\mathrm{Re}\sum_i\phi_i^*\nabla^2\phi_i+4\tau$, the alternative density $-\frac12\mathrm{Re}\sum_i\phi_i^*\nabla^2\phi_i$ equals $\tau-\frac14\nabla^2n$. For one orbital it lies below the bound wherever $\nabla^2n>0$. Second, "one orbital" means one scalar function. With spin–orbit coupling an electron occupies a two-component spinor, and the sums run over its components. The bound holds, but a single spinor already contains a pair and can have both excess and vorticity.

A model with round parameters shows all the terms. Two non-interacting electrons of the same spin move in an isotropic three-dimensional harmonic oscillator of unit frequency and occupy
$$
\phi_0=\pi^{-3/4}e^{-r^2/2},\qquad \phi_1=(x+iy)\phi_0 .
$$
Let $w=\phi_0^2=\pi^{-3/2}e^{-r^2}$, and let $\rho$ be the distance from the $z$ axis, with radial and azimuthal unit vectors $\mathbf e_\rho$ and $\mathbf e_\varphi$. The density is $n=w(1+\rho^2)$. From $\nabla\phi_0=-\mathbf r\phi_0$ and $\nabla\phi_1=(\mathbf e_x+i\mathbf e_y)\phi_0-\mathbf r\phi_1$,
$$
\phi_1^*\nabla\phi_1=w(\rho\,\mathbf e_\rho+i\rho\,\mathbf e_\varphi-\rho^2\mathbf r).
$$
Only $\phi_1$ contributes to the current, so $\mathbf j_p=w\rho\,\mathbf e_\varphi$. The velocity is $\rho/(1+\rho^2)$ in the azimuthal direction, and
$$
\nu_z=\frac1\rho\frac{d}{d\rho}\frac{\rho^2}{1+\rho^2}=\frac2{(1+\rho^2)^2}.
$$
In the pair vector the terms with $\mathbf r$ cancel, leaving $\mathbf W_{01}=w(\mathbf e_x+i\mathbf e_y)$ and $|\mathbf W_{01}|^2=2w^2$. Equation (4) gives
$$
D=\frac{2w^2}{2w(1+\rho^2)}=\frac w{1+\rho^2}=\frac n2|\boldsymbol\nu| .
$$
The sharper bound (6) is an equality at every point of this model, because the real and imaginary parts of $\mathbf W_{01}$ are perpendicular and equally long.

At the point $(0.5,0,0)$ bohr the density is $n=0.17483$ bohr$^{-3}$, its derivative along $x$ is $-0.03497$ bohr$^{-4}$, and $j_{p,y}=0.06993$ a.u. In hartree/bohr$^3$ the two terms of (1) are
$$
\frac{(0.03497)^2}{8(0.17483)}=0.00087,\qquad
\frac{(0.06993)^2}{2(0.17483)}=0.01399 .
$$
The vorticity is 1.28 a.u., so $n|\boldsymbol\nu|/2=0.17483\times0.64=0.11189$. The three terms add to 0.12675, which is the value of $\tau$ computed directly. The excess is about 88% of $\tau$ here.

For $\phi_1$ alone at the same point, $\tau=0.10927$ hartree/bohr$^3$. The gradient term is 0.03934 and the current term 0.06993, which add to $\tau$, and the vorticity is zero. The gradient term by itself is only 36% of $\tau$. Judged by that ratio alone, this one-orbital density would not be recognized as such; the current term restores the equality. Adding $\phi_0$ raises $\tau$ by only 0.01748, but it creates an excess of 0.11189. The two orbitals have very different logarithmic gradients, and averaging them lowers the part of $\tau$ that the total density and current can account for.

The excess per electron, $D/n=1/(1+\rho^2)^2$, is 1.00, 0.64, 0.25 and 0.04 hartree at $\rho=0$, 0.5, 1 and 2 bohr, and the vorticity in atomic units has twice these values. The decrease has two ingredients. Off the axis $\mathbf W_{01}=\phi_0\phi_1(\nabla\phi_1/\phi_1-\nabla\phi_0/\phi_0)$, so (4) gives $D/n=\frac12p_0p_1|\nabla\phi_1/\phi_1-\nabla\phi_0/\phi_0|^2$ with $p_i=|\phi_i|^2/n$. Here $p_0p_1=\rho^2/(1+\rho^2)^2$, and the difference of the logarithmic gradients is $(\mathbf e_x+i\mathbf e_y)/(x+iy)$, of squared length $2/\rho^2$. For these two orbitals and $\rho<1$ the population factor $p_0p_1$ grows while the logarithmic gradients draw together faster; far from the axis both factors fall as $1/\rho^2$. The split into two factors depends on the choice of orbitals, and only the product does not. For the equivalent pair $(\phi_0\pm\phi_1)/\sqrt2$, on the $x$ axis, the population factor is $(1-\rho^2)^2/[4(1+\rho^2)^2]$ and falls for $\rho<1$, the squared difference is $8/(1-\rho^2)^2$ and grows, and $D/n$ is the same. On the axis $\phi_1$ vanishes and adds nothing to the density or current, but its gradient still contributes to $\tau$.

Integrated over space, the excess is
$$
\int D\,d^3r=\int_0^\infty\frac{e^{-u}}{1+u}\,du=e\,E_1(1)=0.596\ \text{hartree},
$$
where $u=\rho^2$, the $z$ integral has supplied a factor $\sqrt\pi$, and $E_1(1)=\int_1^\infty t^{-1}e^{-t}dt$. The current term is $w\rho^2/[2(1+\rho^2)]=\frac12(w-D)$. Since $w$ integrates to one, it contributes $\frac12(1-0.596)=0.202$ hartree. The density-gradient term contributes 1.202 hartree. The sum is 2.000 hartree, in agreement with the virial theorem for the oscillator, by which the kinetic energy is half of the total energy $\frac32+\frac52$. Thus about 30% of the kinetic energy in this model lies beyond the bound (1).

The passage to a single orbital shows what becomes of the vorticity at a node. Give $\phi_0$ the occupation $\lambda$ and keep $\phi_1$ fully occupied. Then $n=w(\lambda+\rho^2)$, the current is unchanged, and $|\mathbf W_{01}|^2=2\lambda w^2$, so that
$$
\nu_z=\frac{2\lambda}{(\lambda+\rho^2)^2},\qquad
D=\frac{\lambda w}{\lambda+\rho^2},\qquad
\oint\frac{\mathbf j_p}n\cdot d\mathbf l=\frac{2\pi\rho^2}{\lambda+\rho^2},
$$
where the loop is a circle of radius $\rho$ about the axis. As $\lambda\to0$, the vorticity and the excess vanish at every fixed $\rho>0$, while the circulation tends to $2\pi$. The vorticity has contracted onto the nodal line. For $\lambda=1$ and $\rho=0.5$ bohr the circulation is $2\pi(0.25/1.25)=1.257$ a.u., which is not a multiple of $2\pi$. For $\phi_1$ alone, a loop around the node gives 6.283 a.u. and a loop beside it gives zero.

The general relations were also tested with random complex orbitals, using derivatives formed by finite differences. For three orbitals at 400 points, the excess and vorticity agreed with (4) and (5), and the ratio of $n|\boldsymbol\nu|/2$ to $D$ ranged from 0.03 to 0.87, so (6) is in general a strict inequality. For one orbital at 320 points away from its nodes, the largest excess was about $2\times10^{-11}$ hartree/bohr$^3$ and the largest vorticity component about $6\times10^{-9}$ a.u., both within the tolerances set for the numerical differentiation. The full values are in the numerical output below.

## Numbers as computed

```
All values in Hartree atomic units
Random tests: points used, three orbitals: 400
Random tests: points used, one orbital: 320
Three orbitals: smallest excess = 0.2034 hartree/bohr^3
Three orbitals: n|nu|/2 over excess, min = 0.0303
Three orbitals: n|nu|/2 over excess, max = 0.8709
One orbital: max |excess| = 1.9e-11 hartree/bohr^3
One orbital: max |nu component| = 6.1e-09 a.u.
Oscillator frequency = 1 a.u.; point (0.5, 0, 0) bohr
Pair: n = 0.174828 bohr^-3
Pair: dn/dx = -0.034966 bohr^-4
Pair: j_y = 0.069931 a.u.
Pair: tau = 0.126750 hartree/bohr^3
Pair: density-gradient term = 0.000874 hartree/bohr^3
Pair: current term = 0.013986 hartree/bohr^3
Pair: excess = 0.111890 hartree/bohr^3
Pair: |nu| = 1.280000 a.u.
Pair: n|nu|/2 = 0.111890 hartree/bohr^3
phi_1 alone: n = 0.034966 bohr^-3
phi_1 alone: dn/dx = 0.104897 bohr^-4
phi_1 alone: j_y = 0.069931 a.u.
phi_1 alone: tau = 0.109268 hartree/bohr^3
phi_1 alone: density-gradient term = 0.039336 hartree/bohr^3
phi_1 alone: current term = 0.069931 hartree/bohr^3
phi_1 alone: excess = 0.000000 hartree/bohr^3
phi_1 alone: |nu| = 0.000000 a.u.
phi_1 alone: n|nu|/2 = 0.000000 hartree/bohr^3
Pair, rho = 0.0 bohr: nu_z = 2.00000 a.u., excess/n = 1.00000 hartree
Pair, rho = 0.5 bohr: nu_z = 1.28000 a.u., excess/n = 0.64000 hartree
Pair, rho = 1.0 bohr: nu_z = 0.50000 a.u., excess/n = 0.25000 hartree
Pair, rho = 2.0 bohr: nu_z = 0.08000 a.u., excess/n = 0.04000 hartree
Circulation, phi_1, loop around node = 6.283185 a.u.
Circulation, phi_1, loop beside node = 0.000000 a.u.
Circulation, pair, radius 0.5 bohr = 1.256637 a.u.
Pair: integrated density = 2.000000 electrons
Pair: total kinetic energy = 2.000000 hartree
Pair: integrated density-gradient term = 1.201826 hartree
Pair: integrated current term = 0.201826 hartree
Pair: integrated excess = 0.596347 hartree
Pair: closed form e*E1(1) = 0.596347 hartree
Pair: integrated n|nu|/2 = 0.596347 hartree
```
